# Exciton size from the diamagnetic shift of a two-dimensional semiconductor

## Problem

An exciton in a two-dimensional semiconductor is observed in a magnetic field $B$ normal to the layer. The mean of its line energies in the two valleys rises as $\sigma B^2$, with

$$\sigma=3.2\times10^{-7}\ \text{eV/T}^2 .$$

The reduced mass of the electron and hole is $\mu=0.16$ free-electron masses. Find the root-mean-square distance between the electron and the hole, and determine what this distance does and does not say about the exciton.

The mean over valleys is taken because spin and valley magnetic moments also shift the line. These shifts are assumed to be linear in $B$ and opposite in the two valleys, so they cancel in the mean. The carriers move in one plane with isotropic parabolic masses $m_e$ and $m_h$, where

$$\frac1\mu=\frac1{m_e}+\frac1{m_h},$$

and attract each other through a central potential $V(r)$. The exciton is in its nondegenerate ground state, which has zero angular momentum. Its centre-of-mass motion is taken to be that of an exciton created by light with negligible in-plane momentum.

The algebra uses atomic units: $\hbar$, the elementary charge and the free-electron mass are one. The unit of length is $0.529177$ Å, that of energy $27.2114$ eV and that of field $2.35052\times10^5$ T.

## First estimate by scaling

A magnetic field enters the kinetic energy through a vector potential, which grows in proportion to field times distance. Across an exciton of size $r$, the field therefore changes the momenta by an amount of order $Br$. A momentum squared divided by a mass is an energy, so the quadratic shift is of order

$$\sigma B^2\sim\frac{B^2r^2}{\mu},\qquad r\sim\sqrt{\mu\sigma}.$$

In atomic units the given coefficient is

$$\sigma=\frac{3.2\times10^{-7}\times(2.35052\times10^5)^2}{27.2114}=649.7 .$$

The estimate is then $\sqrt{0.16\times649.7}=10.2$ atomic units of length, or $5.4$ Å.

This argument fixes the powers of $\mu$ and $\sigma$, but not the numerical factor. It also takes for granted that the reduced mass is the relevant one, and it does not say which average of the distance is measured. The two-body problem settles these points.

## Solution of the two-body problem

### The conserved momentum

Choose the vector potential

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r=\frac B2(-y,\,x).$$

A charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$. The electron has $q=-1$ and the hole $q=+1$, so

$$H=\frac{[\mathbf p_e+\mathbf A(\mathbf r_e)]^2}{2m_e}+\frac{[\mathbf p_h-\mathbf A(\mathbf r_h)]^2}{2m_h}+V(r),\qquad \mathbf r=\mathbf r_e-\mathbf r_h .$$

The total momentum $\mathbf P=\mathbf p_e+\mathbf p_h$ is not conserved, because $\mathbf A$ depends on position. Consider instead

$$\mathbf K=\mathbf p_e-\mathbf A(\mathbf r_e)+\mathbf p_h+\mathbf A(\mathbf r_h)=\mathbf P-\mathbf A(\mathbf r).$$

For the electron part,

$$[p_i-A_i,\;p_j+A_j]=-i(\partial_iA_j+\partial_jA_i)=0,$$

since $\partial_xA_y=B/2$, $\partial_yA_x=-B/2$, and the diagonal derivatives vanish. The hole part follows by reversing the sign of $\mathbf A$. The potential depends on $\mathbf r$ alone and commutes with $\mathbf P$. Hence $\mathbf K$ commutes with $H$. Its two components also commute with each other, because $\mathbf P$ commutes with $\mathbf r$. Negligible photon momentum means $\mathbf K=0$.

With $M=m_e+m_h$ and $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$, the condition $\mathbf K\Psi=0$ reads

$$-i\nabla_R\Psi=\mathbf A(\mathbf r)\Psi,\qquad\text{so}\qquad \Psi=e^{i\mathbf A(\mathbf r)\cdot\mathbf R}\,\varphi(\mathbf r).$$

### Removing the centre of mass

The positions and momenta are

$$\mathbf r_e=\mathbf R+\frac{m_h}{M}\mathbf r,\quad \mathbf r_h=\mathbf R-\frac{m_e}{M}\mathbf r,\quad \mathbf p_e=\mathbf p+\frac{m_e}{M}\mathbf P,\quad \mathbf p_h=-\mathbf p+\frac{m_h}{M}\mathbf P,$$

with $\mathbf p=-i\nabla_r$. Moving the phase factor to the left through these operators adds its gradients to them. The gradient with respect to $\mathbf R$ is $\mathbf A(\mathbf r)$. With $\mathbf R=(X,Y)$, the other gradient is

$$\nabla_r\left[\frac B2(xY-yX)\right]=\frac B2(Y,-X)=-\mathbf A(\mathbf R).$$

Thus $\mathbf P\to\mathbf P+\mathbf A(\mathbf r)$ and $\mathbf p\to\mathbf p-\mathbf A(\mathbf R)$. Since $\mathbf A$ is linear in its argument, the electron's kinetic momentum becomes

$$\mathbf p-\mathbf A(\mathbf R)+\frac{m_e}{M}[\mathbf P+\mathbf A(\mathbf r)]+\mathbf A(\mathbf R)+\frac{m_h}{M}\mathbf A(\mathbf r)
=\mathbf p+\mathbf A(\mathbf r)+\frac{m_e}{M}\mathbf P .$$

For the hole,

$$-\mathbf p+\mathbf A(\mathbf R)+\frac{m_h}{M}[\mathbf P+\mathbf A(\mathbf r)]-\mathbf A(\mathbf R)+\frac{m_e}{M}\mathbf A(\mathbf r)
=-\mathbf p+\mathbf A(\mathbf r)+\frac{m_h}{M}\mathbf P .$$

The remaining $\mathbf P$ gives zero, because it acts on functions of $\mathbf r$ alone. The relative motion therefore obeys

$$H_{\rm rel}=\frac{(\mathbf p+\mathbf A)^2}{2m_e}+\frac{(\mathbf p-\mathbf A)^2}{2m_h}+V(r),\qquad \mathbf A=\mathbf A(\mathbf r).$$

### The linear and quadratic terms

Because $\nabla\cdot\mathbf A=0$, the operators in $\mathbf p\cdot\mathbf A$ may be interchanged, and

$$(\mathbf p\pm\mathbf A)^2=p^2\pm2\mathbf A\cdot\mathbf p+A^2 .$$

Here $2\mathbf A\cdot\mathbf p=B(xp_y-yp_x)=BL_z$ and $A^2=B^2r^2/4$. Collecting terms gives

$$H_{\rm rel}=\frac{p^2}{2\mu}+V(r)+\frac B2\left(\frac1{m_e}-\frac1{m_h}\right)L_z+\frac{B^2r^2}{8\mu}.$$

The linear term has opposite signs for the two carriers, while the quadratic terms add. This is why the reduced mass appears in the shift.

All terms commute with $L_z$, so states with $L_z=0$ do not mix with the others. In that sector the linear term vanishes, whatever the two masses. Let $\varphi_0$ be the normalized ground state without field and $E_0$ its energy. First-order perturbation theory in the last term gives

$$E(B)=E_0+\frac{B^2}{8\mu}\langle r^2\rangle+O(B^4),\qquad \sigma=\frac{\langle r^2\rangle}{8\mu}.$$

The average is taken in $\varphi_0$, and $r^2=x^2+y^2$ is the squared distance in the plane. Therefore

$$r_{\rm rms}=\sqrt{\langle r^2\rangle}=\sqrt{8\mu\sigma}.$$

In SI units the right-hand side is divided by the elementary charge, with $\mu$ in kilograms and $\sigma$ in J/T². No particular form of $V$ was used.

### The number

In atomic units,

$$\langle r^2\rangle=8\times0.16\times649.7=831.6,\qquad r_{\rm rms}=\sqrt{831.6}=28.84 .$$

Multiplication by $0.529177$ Å gives

$$r_{\rm rms}=15.3\ \text{Å}=1.53\ \text{nm}.$$

The inputs are given to two digits. If $\sigma$ lies between $3.15$ and $3.25\times10^{-7}$ eV/T² and $\mu$ between $0.155$ and $0.165$, the distance lies between $14.9$ and $15.6$ Å. This interval covers rounding alone; measurement errors must be added separately. Small relative errors in $\mu$ and $\sigma$ enter with a factor one half because of the square root.

## Where the quadratic law ends

Using $\varphi_0$ as a trial function for the Hamiltonian with field gives

$$E(B)\le E_0+\frac{B^2}{8\mu}\langle r^2\rangle .$$

The true shift thus lies on or below the quadratic law: the field compresses the exciton, and the compressed state has a smaller diamagnetic energy.

In the opposite limit the attraction is negligible beside the magnetic energy. The $L_z=0$ problem is then a two-dimensional oscillator of frequency $\Omega$, with $\mu\Omega^2/2=B^2/(8\mu)$, hence $\Omega=B/(2\mu)$. Its ground-state energy is $\Omega$, linear in $B$. Half of this energy is potential energy, so

$$\frac{\mu\Omega^2}{2}\langle r^2\rangle_B=\frac{\Omega}{2},\qquad \langle r^2\rangle_B=\frac1{\mu\Omega}=\frac2B .$$

The weak-field formula needs the zero-field size to be well below this magnetic size. At 60 T, $\sqrt{2/B}$ is $47$ Å, about three times the inferred separation.

### Size of the correction for a Coulomb exciton

For $V=-1/(\kappa r)$, with $\kappa$ a dielectric constant, try $\varphi_0\propto e^{-r/a}$. The Schrödinger equation becomes

$$-\frac1{2\mu}\left(\frac1{a^2}-\frac1{ar}\right)-\frac1{\kappa r}=E_0 .$$

The terms in $1/r$ cancel if $a=\kappa/(2\mu)$, and then $E_0=-1/(2\mu a^2)=-2\mu/\kappa^2$. The moments follow from the radial integrals, with the plane's area element supplying one factor of $r$:

$$\langle r^n\rangle=\frac{\int_0^\infty r^{n+1}e^{-2r/a}dr}{\int_0^\infty re^{-2r/a}dr}=(n+1)!\left(\frac a2\right)^n,\qquad \langle r^2\rangle=\frac{3a^2}{2}.$$

Set $\lambda=B^2/(8\mu)$ and write the first-order change of the state as $\lambda f(r)\varphi_0$. Its equation is $(H_0-E_0)f\varphi_0=-(r^2-\langle r^2\rangle)\varphi_0$, where $H_0$ is the Hamiltonian without field. The terms in which no derivative acts on $f$ cancel, leaving

$$f''+\frac{f'}r-\frac{2f'}a=2\mu\left(r^2-\frac{3a^2}{2}\right).$$

Insert $f=\alpha r^3+\beta r^2$. The left side is $-6\alpha r^2/a+(9\alpha-4\beta/a)r+4\beta$. Matching powers gives $\alpha=-\mu a/3$ and $\beta=-3\mu a^2/4$, which also satisfies the constant term. The energy coefficient of $\lambda^2$ is

$$E_2=\langle r^2f\rangle-\langle r^2\rangle\langle f\rangle .$$

With $\langle r^3\rangle=3a^3$, $\langle r^4\rangle=15a^4/2$ and $\langle r^5\rangle=45a^5/2$, the two averages are

$$\langle r^2f\rangle=-\frac{105}{8}\mu a^6,\qquad \langle f\rangle=-\frac{17}{8}\mu a^4,$$

so

$$E_2=\left(-\frac{105}{8}+\frac{51}{16}\right)\mu a^6=-\frac{159}{16}\mu a^6 .$$

Relative to the quadratic shift, the leading correction is

$$\frac{\lambda E_2}{\langle r^2\rangle}=-\frac{53}{64}B^2a^4 .$$

For the inferred size, $a^2=831.6/1.5=554.4$. At 60 T, $B=2.553\times10^{-4}$, so $Ba^2=0.1415$ and the correction is $-1.7\%$.

## Two model excitons

A numerical calculation shows how the inversion works when the state is known. The relative motion with separate electron and hole masses was put on a square grid of 120 points per side, with spacing $1.50$ Å, and the lowest state was found by sparse diagonalization. The field entered through phases in the finite-difference kinetic energy, which represent $\mathbf p\pm\mathbf A$. The coefficient $\sigma$ came from the energy difference between 0 and 10 T.

The first model is a Coulomb exciton built to have $r_{\rm rms}=15.26$ Å. This requires $a=15.26/\sqrt{1.5}=12.46$ Å and $\kappa=2\mu a=7.535$, with $a$ in atomic units in the last product. The potential was averaged over each grid cell to treat its singularity. With masses $0.24$ and $0.48$, whose reduced mass is $0.16$, the grid gives $\sigma=3.23\times10^{-7}$ eV/T², $1\%$ above the given value. The grid state is itself slightly too large: its direct rms separation is $15.36$ Å, while its energy shift gives $15.34$ Å. Replacing the masses by $0.32$ and $0.32$ leaves $\sigma$ unchanged to the four digits computed, as expected when $L_z=0$.

At 60 T the computed shift is $1.146\times10^{-3}$ eV. Extending the quadratic law from 10 T gives $1.164\times10^{-3}$ eV. The reduction is $1.5\%$, close to the $1.7\%$ from the leading correction. The difference is not a grid effect. Terms beyond $B^4$ lower the reduction of the converged Coulomb state from $1.66\%$ to $1.55\%$ of the true quadratic law. The 10 T reference already contains $1/36$ of the leading correction, about $0.05\%$, which leaves $1.51\%$. The grid error appears in the absolute shifts instead: both are about $1\%$ too large, the converged value at 60 T being $1.134\times10^{-3}$ eV.

The second model uses the Rytova–Keldysh potential, which describes the screening by a thin polarizable layer:

$$V(r)=-\frac{\pi}{2\rho}\left[\mathrm H_0\!\left(\frac{\kappa r}{\rho}\right)-Y_0\!\left(\frac{\kappa r}{\rho}\right)\right].$$

Here $\mathrm H_0$ is a Struve function, $Y_0$ a Bessel function of the second kind, $\rho=40$ Å the screening length and $\kappa=2$ the dielectric constant of the surroundings. These are round model values. The grid gives $\sigma=3.10\times10^{-7}$ eV/T². The rms separation is $15.04$ Å from the state and $15.02$ Å from the shift.

The two excitons differ in size by about $2\%$ on the grid, or $1.5\%$ for the converged sizes of $15.26$ and $15.03$ Å, yet their binding energies on the grid are $0.152$ eV and $0.318$ eV. The small mismatch in $\sigma$ does not explain this: raising $\kappa$ to $2.16$ at $\rho=40$ Å reproduces the given $\sigma$ and still binds the exciton by $0.30$ eV. The diamagnetic shift therefore does not determine the binding energy without a model for the interaction. The same holds for the transport gap, the energy of a separated electron and hole, which is the exciton energy plus the binding energy. For equal exciton energies, the grid values place it $0.166$ eV apart in the two models. The last digit carries grid error: the exact Coulomb binding energy, $2\mu/\kappa^2=0.153$ eV, exceeds the grid value by about $0.002$ eV, and the converged difference is $0.165$ eV.

## Comparison of the estimate and the solution

The scaling estimate was $5.4$ Å and the solution is $15.3$ Å. Their ratio is $\sqrt8=2.83$. One factor of two under the root comes from the kinetic energy $p^2/(2\mu)$. The other factor of four comes from squaring the one half in $\mathbf A=\mathbf B\times\mathbf r/2$. The estimate has the right dependence on $\mu$ and $\sigma$, but its omitted factor is too large for a statement about size in nanometres.

The solution also identifies the measured length. It is the rms separation in the plane, not the decay length of the wave function. For a Coulomb exciton the latter is $12.5$ Å; for another potential the conversion factor differs. Nor does $\sigma$ alone fix the size: it fixes $\langle r^2\rangle/\mu$, and the reduced mass must be known independently. With $\mu=0.16$ and the stated assumptions, the separation is about $1.5$ nm.
